# Estimating the photoexcited pair density in a monolayer and its saturation limit: test program

```python
"""Pair density made by a short light pulse in a monolayer.

Result under test: n_lin = A0*F/E_ph, with A0 the absorptance of the layer on
its substrate, F the incident peak fluence and E_ph the photon energy.
Bleaching A(n) = A0*(1 - n/N_f)/(1 + n/N_b) lowers the density to
n = n_lin*(1 - n_lin/(2 n_s) + ...), where 1/n_s = 1/N_f + 1/N_b.
N_f: state-filling density; N_b: density that doubles the line width.
Densities are in cm^-2 unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfcx, j0

# Rough typical inputs: MoS2 monolayer on fused silica, room temperature
photon_eV = 1.9
absorptance = 0.05
index_sub = 1.46
radius_nm = 1.0             # exciton envelope exp(-r/radius)
half_width_meV = 25.0
broadening_meV = 2.0        # half-width increase per 1e12 cm^-2
lifetime_ps = 10.0
annihilation_cm2_s = 0.05   # dn/dt = -k n^2
lattice_nm = 0.316
power_uW, rate_MHz, waist_um, pulse_ps = 10.0, 80.0, 2.0, 0.2

# Fluence and low-fluence density
photon_J = photon_eV * const.e
pulse_J = power_uW * 1e-6 / (rate_MHz * 1e6)
waist_cm = waist_um * 1e-4
fluence = 2 * pulse_J / (np.pi * waist_cm**2)      # J/cm^2
n_lin = absorptance * fluence / photon_J

# Spot integral must return the number of absorbed photons
def density_at(r_um):
    return n_lin * np.exp(-2 * (r_um / waist_um)**2)

pairs_total = quad(lambda r: density_at(r) * 2 * np.pi * r * 1e-8,
                   0, 6 * waist_um)[0]
assert abs(pairs_total / (absorptance * pulse_J / photon_J) - 1) < 1e-7

def probe_weight(r_um):
    return np.exp(-2 * (r_um / waist_um)**2) * r_um

probe_mean = (quad(lambda r: density_at(r) * probe_weight(r), 0, 6 * waist_um)[0]
              / quad(probe_weight, 0, 6 * waist_um)[0])
assert abs(probe_mean / (n_lin / 2) - 1) < 1e-7

# Absorptance of a thin sheet on a substrate, against a slab of finite thickness
def sheet_absorptance(s, n_sub):
    return 4 * np.real(s) / abs(1 + n_sub + s)**2

def slab_absorptance(eps, k0d, n_sub):
    index = np.sqrt(eps)
    phase = index * k0d
    e_front = np.cos(phase) - 1j * n_sub * np.sin(phase) / index
    h_front = n_sub * np.cos(phase) - 1j * index * np.sin(phase)
    r = (e_front - h_front) / (e_front + h_front)
    t = 2 / (e_front + h_front)
    return 1 - abs(r)**2 - n_sub * abs(t)**2

k0d = photon_J / (const.hbar * const.c) * 0.65e-9
for eps in (18 + 13j, 15 + 5j):
    for n_sub in (1.0, index_sub):
        s_test = -1j * k0d * (eps - 1)
        # the sheet limit drops terms of relative size (index*k0d)^2
        assert abs(sheet_absorptance(s_test, n_sub)
                   / slab_absorptance(eps, k0d, n_sub) - 1) < 5e-3

s0 = brentq(lambda s: sheet_absorptance(s, index_sub) - absorptance, 1e-6, 1.0)
suspended = sheet_absorptance(s0, 1.0)
sensitivity = (1 + index_sub - s0) / (1 + index_sub + s0)   # dlnA/dln s
ds = 1e-4
slope = (np.log(sheet_absorptance(s0 * (1 + ds), index_sub))
         - np.log(sheet_absorptance(s0 * (1 - ds), index_sub))) / (2 * ds)
assert abs(slope - sensitivity) < 1e-6

# State filling: numerical Fourier transform of the exciton envelope (radius = 1)
x_g, w_g = np.polynomial.legendre.leggauss(600)
r_grid, r_w = 20 * (x_g + 1), 20 * w_g
k_grid, k_w = 10 * (x_g + 1), 10 * w_g
envelope = np.sqrt(2 / np.pi) * np.exp(-r_grid)
phi_k = 2 * np.pi * j0(np.outer(k_grid, r_grid)) @ (envelope * r_grid * r_w)
norm = np.sum(phi_k**2 * k_grid * k_w) / (2 * np.pi)
assert abs(norm - 1) < 1e-4       # momentum cut-off leaves a small tail
species = 2
# electron and hole each occupy a state with probability n*phi^2/species
blocked = (2 / species) * np.sum(phi_k**3 * k_grid * k_w) / (2 * np.pi)
filling_numeric = np.sqrt(2 / np.pi) / blocked
filling_formula = 7 / (8 * np.pi)
assert abs(filling_numeric / filling_formula - 1) < 1e-5
N_f = filling_formula / (radius_nm * 1e-7)**2
N_b = half_width_meV / broadening_meV * 1e12
n_s = 1 / (1 / N_f + 1 / N_b)

# Driven damped dipole: absorbed work varies as 1/width, times a bandwidth factor
gamma_ps = half_width_meV * 1e-3 * const.e / const.hbar * 1e-12

def bandwidth_factor(gamma, tau):
    y = gamma * tau / (2 * np.sqrt(np.log(2)))
    return np.sqrt(np.pi) * y * erfcx(y)

def work_ratio(gamma, tau):
    def field(t):
        return np.exp(-2 * np.log(2) * (t / tau)**2)
    sol = solve_ivp(lambda t, y: [-gamma * y[0] + field(t), field(t) * y[0]],
                    (-4 * tau, 4 * tau), [0.0, 0.0], rtol=1e-9, atol=1e-13,
                    max_step=tau / 10)
    long_pulse = tau * np.sqrt(np.pi / (4 * np.log(2))) / gamma
    return sol.y[1, -1] / long_pulse

for gamma, tau in ((gamma_ps, pulse_ps), (2 * gamma_ps, pulse_ps),
                   (gamma_ps, pulse_ps / 10)):
    assert abs(work_ratio(gamma, tau) / bandwidth_factor(gamma, tau) - 1) < 1e-5
spectral = bandwidth_factor(gamma_ps, pulse_ps)

# Density with bleaching
def unbleached_density(n, nf, nb):
    return -nf * (1 + nf / nb) * np.log1p(-n / nf) - nf / nb * n

def true_density(linear):
    top = min(linear, N_f * (1 - 1e-14))
    u = brentq(lambda v: (unbleached_density(v * N_f, N_f, N_b) - linear) / N_f,
               0, top / N_f, xtol=1e-15, rtol=1e-14)
    return u * N_f

def bleaching(n):
    return (1 - n / N_f) / (1 + n / N_b)

def gauss_pulse(t):
    return np.sqrt(4 * np.log(2) / np.pi) * np.exp(-4 * np.log(2) * t**2)

def skew_pulse(t):
    return t * np.exp(-t)

# Time integration with two pulse shapes of equal fluence
for factor in (1, 10, 100):
    for shape, span in ((gauss_pulse, (-4, 4)), (skew_pulse, (0, 40))):
        sol = solve_ivp(lambda t, y: [factor * n_lin / 1e12 * shape(t)
                                      * bleaching(y[0] * 1e12)],
                        span, [0.0], rtol=1e-9, atol=1e-12, max_step=0.1)
        assert abs(sol.y[0, -1] * 1e12 / true_density(factor * n_lin) - 1) < 1e-6

# The first-order correction must leave an error of second order
def residual(x):
    return true_density(x * n_s) / (x * n_s) - (1 - x / 2)

assert abs(residual(0.02) / residual(0.01) - 4) < 0.2

# Linear density at which the simple estimate is 10 percent too high
def ten_percent_limit(nf, nb):
    n = brentq(lambda v: unbleached_density(v, nf, nb) / v - 1.1,
               1e-2 * n_s, 0.5 * n_s)
    return 1.1 * n

limit = ten_percent_limit(N_f, N_b)
limit_filling = ten_percent_limit(n_s, np.inf)
limit_broadening = ten_percent_limit(1e4 * n_s, n_s)
for value in (limit, limit_filling, limit_broadening):
    assert abs(value / (0.2 * n_s) - 1) < 0.12   # second-order terms remain
fluence_limit = limit * photon_J / absorptance

# Pair losses, densities in 1e12 cm^-2 and times in ps
def density_with_loss(rate, k, t_end):
    def change(t, y):
        return [n_lin / 1e12 * gauss_pulse(t / pulse_ps) / pulse_ps
                - rate * y[0] - k * y[0]**2]
    sol = solve_ivp(change, (-4 * pulse_ps, t_end), [0.0], rtol=1e-9,
                    atol=1e-13, max_step=pulse_ps / 5)
    return sol.y[0, -1]

no_loss = density_with_loss(0, 0, pulse_ps)
loss_rec = 1 - density_with_loss(1 / lifetime_ps, 0, pulse_ps) / no_loss
loss_ann = 1 - density_with_loss(0, annihilation_cm2_s, pulse_ps) / no_loss
loss_late = 1 - (density_with_loss(0, annihilation_cm2_s, 10.0)
                 / density_with_loss(0, 0, 10.0))

# Lattice heating with the classical heat capacity of three atoms per cell
cell_cm2 = np.sqrt(3) / 2 * (lattice_nm * 1e-7)**2
heating_K = absorptance * fluence / (9 * const.k / cell_cm2)
dephasing_fs = 1e3 / gamma_ps

print(f"photon energy: {photon_eV:.2f} eV")
print(f"absorptance on substrate: {absorptance:.3f}")
print(f"substrate index: {index_sub:.2f}")
print(f"average power: {power_uW:.1f} uW")
print(f"repetition rate: {rate_MHz:.0f} MHz")
print(f"beam radius (1/e^2): {waist_um:.1f} um")
print(f"pulse length (FWHM): {pulse_ps:.2f} ps")
print(f"pulse energy: {pulse_J*1e12:.4f} pJ")
print(f"peak fluence: {fluence*1e6:.3f} uJ/cm2")
print(f"photon energy in joule: {photon_J:.4e} J")
print(f"incident photons at centre: {fluence/photon_J:.3e} cm^-2")
print(f"linear pair density: {n_lin:.3e} cm^-2")
print(f"same in SI: {n_lin*1e4:.3e} m^-2")
print(f"mean pair spacing n^(-1/2): {1e7/np.sqrt(n_lin):.1f} nm")
print(f"pairs in whole spot: {pairs_total:.0f}")
print(f"density seen by equal-size probe: {probe_mean:.3e} cm^-2")
print(f"sheet conductance s: {s0:.4f}")
print(f"absorptance if suspended: {suspended:.4f}")
print(f"error from suspended value: {100*(suspended/absorptance-1):.1f} %")
print(f"dlnA/dln s: {sensitivity:.3f}")
print(f"exciton radius parameter: {radius_nm:.1f} nm")
print(f"line half-width: {half_width_meV:.1f} meV")
print(f"broadening per 1e12 cm^-2: {broadening_meV:.1f} meV")
print(f"filling density N_f: {N_f:.3e} cm^-2")
print(f"broadening density N_b: {N_b:.3e} cm^-2")
print(f"saturation density n_s: {n_s:.3e} cm^-2")
print(f"n_lin/n_s: {n_lin/n_s:.4f}")
for factor in (1, 10, 100):
    lin = factor * n_lin
    sat = true_density(lin)
    print(f"fluence x{factor}: F = {factor*fluence*1e6:.2f} uJ/cm2, "
          f"linear {lin:.3e}, bleached {sat:.3e} cm^-2")
    print(f"  linear too high by {100*(lin/sat-1):.1f} %, "
          f"final A/A0 = {bleaching(sat):.3f}")
print(f"10% limit, n_lin/n_s: {limit/n_s:.3f}")
print(f"10% limit, filling only: {limit_filling/n_s:.3f}")
print(f"10% limit, broadening only: {limit_broadening/n_s:.3f}")
print(f"10% limit, linear density: {limit:.3e} cm^-2")
print(f"10% limit, fluence: {fluence_limit*1e6:.2f} uJ/cm2")
print(f"bandwidth lowers absorption by: {100*(1-spectral):.2f} %")
print(f"dephasing time: {dephasing_fs:.1f} fs")
print(f"assumed lifetime: {lifetime_ps:.1f} ps")
print(f"assumed annihilation constant: {annihilation_cm2_s:.3f} cm2/s")
print(f"recombined one pulse length after peak: {100*loss_rec:.2f} %")
print(f"annihilated one pulse length after peak: {100*loss_ann:.2f} %")
print(f"annihilated by 10 ps (no other loss): {100*loss_late:.1f} %")
print(f"assumed lattice constant: {lattice_nm:.3f} nm")
print(f"lattice heating per pulse: {heating_K:.2f} K")
print("OK")
```

Printed output:

```
photon energy: 1.90 eV
absorptance on substrate: 0.050
substrate index: 1.46
average power: 10.0 uW
repetition rate: 80 MHz
beam radius (1/e^2): 2.0 um
pulse length (FWHM): 0.20 ps
pulse energy: 0.1250 pJ
peak fluence: 1.989 uJ/cm2
photon energy in joule: 3.0441e-19 J
incident photons at centre: 6.535e+12 cm^-2
linear pair density: 3.268e+11 cm^-2
same in SI: 3.268e+15 m^-2
mean pair spacing n^(-1/2): 17.5 nm
pairs in whole spot: 20531
density seen by equal-size probe: 1.634e+11 cm^-2
sheet conductance s: 0.0807
absorptance if suspended: 0.0746
error from suspended value: 49.1 %
dlnA/dln s: 0.936
exciton radius parameter: 1.0 nm
line half-width: 25.0 meV
broadening per 1e12 cm^-2: 2.0 meV
filling density N_f: 2.785e+13 cm^-2
broadening density N_b: 1.250e+13 cm^-2
saturation density n_s: 8.628e+12 cm^-2
n_lin/n_s: 0.0379
fluence x1: F = 1.99 uJ/cm2, linear 3.268e+11, bleached 3.208e+11 cm^-2
  linear too high by 1.9 %, final A/A0 = 0.964
fluence x10: F = 19.89 uJ/cm2, linear 3.268e+12, bleached 2.786e+12 cm^-2
  linear too high by 17.3 %, final A/A0 = 0.736
fluence x100: F = 198.94 uJ/cm2, linear 3.268e+13, bleached 1.425e+13 cm^-2
  linear too high by 129.3 %, final A/A0 = 0.228
10% limit, n_lin/n_s: 0.211
10% limit, filling only: 0.194
10% limit, broadening only: 0.220
10% limit, linear density: 1.822e+12 cm^-2
10% limit, fluence: 11.10 uJ/cm2
bandwidth lowers absorption by: 2.25 %
dephasing time: 26.3 fs
assumed lifetime: 10.0 ps
assumed annihilation constant: 0.050 cm2/s
recombined one pulse length after peak: 2.00 %
annihilated one pulse length after peak: 0.25 %
annihilated by 10 ps (no other loss): 14.0 %
assumed lattice constant: 0.316 nm
lattice heating per pulse: 0.69 K
OK
```
